# Detailed balance for adatom hop barriers with a symmetric constant

## 1. The result

Adatoms on a crystal surface hop between lattice sites. Let $i$ and $f$ be the configurations of all adatoms before and after one hop, with total energies $E_i$ and $E_f$. Suppose the hop has the barrier

$$B_{if}=K_{if}+\tfrac12(E_f-E_i),\qquad K_{if}=K_{fi}, \tag{1}$$

and the rate

$$k_{if}=\nu\,e^{-B_{if}/kT}. \tag{2}$$

Then for every pair of configurations

$$p_i k_{if}=p_f k_{fi},\qquad p_i=\frac{e^{-E_i/kT}}{Z},\qquad Z=\sum_j e^{-E_j/kT}. \tag{3}$$

Equation (3) is detailed balance: in equilibrium, each hop occurs as often as its reverse.

The result rests on these conditions:

- The temperature $T$ is the same for all hops, and the attempt frequency $\nu$ is the same for a hop and its reverse.
- Every allowed hop has an allowed reverse.
- The number of adatoms is fixed, so there is no deposition or desorption.
- Equation (1) is used as it stands. If negative barriers are replaced by zero, the result can fail (section 6).

Nothing is assumed about the interactions. $E_i$ may contain pair, many-body or long-range terms, provided that it is a function of the configuration. The symmetric part $K_{if}$ may be one constant for all hops or may differ from pair to pair.

## 2. Proof for one pair

If no hop joins $i$ and $f$, both rates are zero and (3) reads $0=0$. Otherwise, write the barrier of the reverse hop by exchanging the labels in (1):

$$B_{fi}=K_{fi}+\tfrac12(E_i-E_f)=K_{if}-\tfrac12(E_f-E_i).$$

The second form uses the symmetry of $K$. Subtraction gives

$$B_{if}-B_{fi}=\tfrac12(E_f-E_i)+\tfrac12(E_f-E_i)=E_f-E_i. \tag{4}$$

The constant cancels and the two halves add up to the whole energy difference. The common prefactor cancels in the ratio of rates:

$$\frac{k_{if}}{k_{fi}}=e^{-(B_{if}-B_{fi})/kT}=e^{-(E_f-E_i)/kT}=\frac{p_f}{p_i}.$$

Multiplication by $p_i k_{fi}$ gives (3).

**The converse.** Suppose that rates of the form (2) obey (3). The same ratio then requires $B_{if}-B_{fi}=E_f-E_i$. Any barrier can be split into half the sum and half the difference of the two directions:

$$B_{if}=\frac{B_{if}+B_{fi}}2+\frac{B_{if}-B_{fi}}2=\frac{B_{if}+B_{fi}}2+\frac{E_f-E_i}2.$$

The first term is unchanged when $i$ and $f$ are exchanged, so it is a valid $K_{if}$. With a common prefactor, (1) is therefore both sufficient and necessary. What remains a modelling choice is the value of $K_{if}$ for each pair.

## 3. From balanced pairs to equilibrium

Let $q_i(t)$ be the probability of configuration $i$ at time $t$. Gains minus losses give the master equation

$$\frac{dq_i}{dt}=\sum_f\left(q_f k_{fi}-q_i k_{if}\right). \tag{5}$$

If $q=p$, each bracket vanishes by (3), so the Boltzmann distribution is stationary.

It must also be shown that the system goes there. Write $q_i=p_i x_i$ and define $w_{if}=p_i k_{if}$. Detailed balance says that $w_{if}=w_{fi}$, so (5) becomes

$$p_i\frac{dx_i}{dt}=\sum_f w_{if}(x_f-x_i). \tag{6}$$

Multiply by $2x_i$ and sum over $i$. Then write the double sum as half of itself plus half of itself with the labels exchanged:

$$\frac{d}{dt}\sum_i p_i x_i^2=\sum_{i,f}w_{if}\left[x_i(x_f-x_i)+x_f(x_i-x_f)\right]=-\sum_{i,f}w_{if}(x_f-x_i)^2\le0.$$

The decrease stops only when $x_i=x_f$ across every allowed hop. If hops connect all configurations, all $x_i$ are then equal, and normalization makes them 1. Every starting distribution of such a finite system therefore relaxes to the Boltzmann distribution.

## 4. The saddle picture

The barrier is measured from the initial configuration. The energy of the saddle itself is

$$E_i+B_{if}=K_{if}+\tfrac12(E_i+E_f). \tag{7}$$

The right-hand side is symmetric, so the saddle has the same energy in both directions. It lies $K_{if}$ above the mean of the two end energies. If the final state is lowered by a small amount while $K_{if}$ stays fixed, the saddle falls by half that amount.

A saddle must not lie below either end. Thus $B_{if}\ge0$ and $B_{fi}\ge0$, or

$$K_{if}\ge\tfrac12|E_f-E_i|. \tag{8}$$

Detailed balance does not need this condition, since the algebra of section 2 holds for either sign of $B$. The interpretation of $B$ as a barrier does need it.

Two limits help to read (1). If $E_f=E_i$, both barriers equal $K_{if}$ and the two rates agree. If $kT\gg|E_f-E_i|$, the ratio of rates tends to 1, and interactions no longer favour one direction.

## 5. Why the factor is one half

Keep $K$ the same in both directions, but give the energy difference a slope $a$:

$$B_{if}=K+a(E_f-E_i).$$

The reverse barrier is $K-a(E_f-E_i)$, hence

$$B_{if}-B_{fi}=2a(E_f-E_i).$$

The rates now balance with the weights $e^{-2aE_i/kT}$. The system still reaches an equilibrium, but one in which all energies are multiplied by $2a$. This equals the original Boltzmann distribution for $a=\tfrac12$; any other slope gives different weights unless all energies are equal. For $a=0$ all configurations become equally probable, however strongly the adatoms attract one another.

**Bond counting.** Another rule uses the number $n_i$ of nearest-neighbour bonds that the moving atom has before its hop:

$$B_{if}=K_0+\varphi n_i. \tag{9}$$

Let each bond lower the energy by $\varphi>0$, and let $n_f$ be the number of bonds after the hop. The vacated site does not count as a neighbour. The bonds among the other atoms do not change, so

$$E_f-E_i=-\varphi n_f+\varphi n_i=\varphi(n_i-n_f).$$

Subtracting half of this from (9) gives the symmetric part:

$$K_{if}=K_0+\varphi n_i-\tfrac12\varphi(n_i-n_f)=K_0+\tfrac12\varphi(n_i+n_f).$$

It is symmetric, so bond counting also satisfies detailed balance. For an atom that detaches completely, $n_f=0$ and (9) reads $B=K_0+(E_f-E_i)$, which looks like slope 1. For the reverse hop $B=K_0$, which looks like slope 0. There is no conflict with the result for a general slope $a$ at the start of this section, because $K_{if}$ is no longer the same for all pairs.

If a hop can proceed through several independent channels, each obeying (3), their rates may be added. Summing $p_i k_{if}^{(c)}=p_f k_{fi}^{(c)}$ over the channels $c$ gives (3) for the total rates.

## 6. Negative barriers

Suppose (8) is violated for a downhill hop, so that $E_f-E_i=-D$ with $D>2K$. Equation (1) gives the negative value $K-D/2$. If this alone is replaced by zero, the downhill barrier is 0 and the uphill barrier is still $K+D/2$. Their difference should be $D$, but it is

$$K+\tfrac12D<\tfrac12D+\tfrac12D=D.$$

Detailed balance is lost. A consistent repair places the saddle no lower than the higher end state. With $\Delta=E_f-E_i$,

$$B_{if}=\max\left(0,\ \Delta,\ K+\tfrac12\Delta\right)=\tfrac12\Delta+\max\left(\tfrac12|\Delta|,\ K\right). \tag{10}$$

The second form follows by taking $\Delta/2$ out of each entry: this leaves $-\Delta/2$, $\Delta/2$ and $K$, and the larger of the first two is $|\Delta|/2$. The last term in (10) is symmetric, so the repaired rule has the form (1). Both barriers have to be changed: the downhill one becomes 0 and the uphill one $D$.

## 7. Worked example: four adatoms on a terrace patch

Take a square lattice patch of $3\times4$ sites with closed edges and four adatoms. There are $\binom{12}{4}=495$ configurations. The patch has 17 nearest-neighbour links. For a hop along one link, the other three atoms occupy three of the ten remaining sites, so there are $17\binom{10}{3}=2040$ reversible pairs.

All configurations are connected. Draw a path that runs through the patch row by row, reversing direction in each row. The atoms can be slid along it, one after another, into its first four sites. Since every hop is reversible, any configuration can reach any other through this one.

The parameters are $K=0.40$ eV for every hop, $\varphi=0.20$ eV, $\nu=10^{12}\ \mathrm{s^{-1}}$ and $T=300$ K, so $kT=0.02585$ eV.

**One bond broken.** Here $n_i=1$, $n_f=0$ and $E_f-E_i=0.20$ eV. The barriers are

$$0.40+0.10=0.50\ \text{eV (out)},\qquad 0.40-0.10=0.30\ \text{eV (back)}.$$

The rates are $3.98\times10^3$ and $9.12\times10^6\ \mathrm{s^{-1}}$. Their ratio is $4.37\times10^{-4}$, which is $e^{-0.20/0.02585}$.

**Three bonds broken.** The middle atom of a T-shaped island hops outward and leaves a ring of four atoms around a vacancy. Now $E_f-E_i=0.60$ eV, and the barriers are $0.70$ eV out and $0.10$ eV back. The rates are $1.74$ and $2.09\times10^{10}\ \mathrm{s^{-1}}$, with ratio $8.33\times10^{-11}$. This is the cube of the one-bond ratio, as it should be for three equal bonds. It is also the largest energy change in this example, and (8) holds: $0.40>0.30$ eV.

**The whole distribution.** The stationary form of (5) was solved numerically from the rates alone, without putting in Boltzmann weights. The probabilities agree with $e^{-E_i/kT}/Z$ to a relative deviation of about $4\times10^{-15}$, which is rounding error.

The most stable island is the compact square with four bonds. It fits into the patch in six positions, and their total probability is $0.9957$. This can be checked by hand. The next level has three bonds: 3 straight rows, 28 L shapes, 14 T shapes and 14 S or Z shapes, together 59 configurations. Each has a weight $4.37\times10^{-4}$ relative to one square. Neglecting islands with fewer bonds,

$$P_{\rm square}\approx\frac{6}{6+59\times4.37\times10^{-4}}=0.9957.$$

## 8. Tests in which the result could fail

**Arbitrary interactions.** The 495 energies were drawn at random between 0 and 0.3 eV, and a random $K_{if}$ between 0.3 and 0.6 eV was assigned to each hop. After $K$ was made symmetric, the stationary distribution agreed with the Boltzmann weights to about $7\times10^{-15}$. With independent values for the two directions, the largest relative deviation was about $10^3$. The symmetry of $K$ carries the result; the form of the interaction does not.

**A different slope.** With $a=0.6$ and $K=0.40$ eV, section 5 predicts an effective bond energy $2\times0.6\times0.20=0.24$ eV. The stationary distribution matches this prediction. The probability of the square rises from $0.9957$ to $0.9991$. The change looks small, but the probability of all other shapes falls from $0.0043$ to $0.0009$, nearly a factor of five.

**A stronger bond.** Let $\varphi=0.30$ eV, with the other parameters unchanged. When a ring atom hops into the central vacancy, three bonds form and (1) gives $0.40-0.45=-0.05$ eV. The plain formula still reproduces the Boltzmann distribution. If the negative value is cut to zero, the ring is $6.92$ times too probable.

This factor follows from the balance at the ring. The rate into it from the T shapes is unchanged, while the rate out of it through the centre is reduced by $e^{-0.05/kT}$. If the T shapes keep nearly their Boltzmann weights and the other exits are slow, the ring population must rise by $e^{0.05/0.02585}=6.92$. The other exits have barriers of at least $0.25$ eV, so they are slow compared with a hop without a barrier. Rule (10) restores the Boltzmann distribution.

## 9. The same equilibrium at different speeds

Detailed balance fixes the ratio of two opposite rates but not their size. Compare the constant $K=0.40$ eV with bond counting at $K_0=0.40$ eV, keeping $\varphi$, $\nu$ and $T$ fixed. Both give the same stationary distribution. The slowest relaxation time, however, is $0.156$ s for constant $K$ and $36.5$ s for bond counting, a ratio of about 230.

The order of magnitude can be estimated from one of the several routes that shift a square by one site. A corner atom leaves along the edge direction and steps down beside the island, which makes an L. The atom on top of the L then slides two sites along the row. Finally the atom at the far end of the row climbs round to complete the new square. The six saddles, measured from the energy of the square, are

- constant $K$: $0.6,\ 0.7,\ 0.6,\ 0.6,\ 0.7,\ 0.6$ eV;
- bond counting: $0.8$ eV for all six.

By (6), a steady net flow $J$ through a hop needs a difference $x_i-x_f=J/w_{if}$. Along a route these differences add, so $1/w_{if}$ acts as a resistance. Since $w_{if}=p_i\nu e^{-B_{if}/kT}$, this resistance is proportional to $e^{(E_i+B_{if})/kT}$, the exponential of the saddle energy. Six saddles at $0.8$ eV against two dominant ones at $0.7$ eV give the ratio

$$\frac{6}{2}\,e^{0.10/0.02585}\approx3\times48\approx140.$$

This is the right order of magnitude. The remaining factor of about 1.6 is not explained by this single-route estimate, because other routes act in parallel and the two rules do not open the same ones. For example, the two rows of the square can slide one after the other in four hops, passing through an S shape. With constant $K$ the saddles are $0.6,\ 0.7,\ 0.7,\ 0.6$ eV, so this route conducts about as well as the first. With bond counting they are $0.8,\ 1.0,\ 1.0,\ 0.8$ eV, and the route is practically closed. Such routes raise the ratio above the single-route value.

## 10. Unequal prefactors

Suppose the attempt frequency depends on the initial configuration, $k_{if}=\nu_i e^{-B_{if}/kT}$, with $B_{if}$ still given by (1). Then

$$\frac{k_{if}}{k_{fi}}=\frac{\nu_i}{\nu_f}\,e^{-(E_f-E_i)/kT}=\frac{e^{-E_f/kT}/\nu_f}{e^{-E_i/kT}/\nu_i}.$$

The rates balance with the weights $p_i\propto e^{-E_i/kT}/\nu_i$. With a fixed reference frequency $\nu_0$, these can be written as $e^{-F_i/kT}$, where

$$F_i=E_i+kT\ln(\nu_i/\nu_0).$$

If the vibrations at the saddles contribute equally, a higher attempt frequency means a stiffer well with less room for vibration, and hence a higher free energy. Detailed balance survives, but with $F_i$ in place of $E_i$. A factor of two in the prefactor is worth $kT\ln2=17.9$ meV at 300 K.

## 11. The model beside a real surface

The parameters are rough typical values for silver growing on Ag(100), where hop barriers and nearest-neighbour attractions are a few tenths of an electronvolt. The real surface departs from the model in several ways, sized here for the example.

- **Kinetic rule.** Real barriers depend on the surroundings of the moving atom in more detail than a single $K$ allows. The two rules of section 9 give one example of the effect on a relaxation time: from $0.156$ to $36.5$ s, at unchanged equilibrium. The two rules need not bracket the real surface. For a hop along a straight island edge they give $0.40$ and $0.60$ eV, whereas a silver atom on Ag(100) hops there more easily than on the open terrace.
- **Deposition.** At a flux of 0.01 monolayers per second, an atom lands on the 12 sites every $1/(0.01\times12)=8.3$ s on average. The slowest relaxation is the move of a square island to another position. With constant $K$ it is completed well within this interval; with bond counting it is not, although other shapes still turn into a square in less than $0.1$ s on average. Detailed balance of the hops does not put a growing film in equilibrium.
- **Further interactions.** A second-neighbour energy of roughly 0.02 eV changes the relative population of two configurations by a factor of $2.2$ for each second-neighbour pair by which they differ. It alters $E_i$ but leaves the proof intact.
- **Low barriers.** The lowest barrier, $0.10$ eV, is $3.9\,kT$. The picture of rare, separate hops is less secure there than for a barrier of $0.40$ eV, which is about $15\,kT$.
- **Tunnelling.** For a sinusoidal potential of height $K$ and period $d$, the curvature at the top has magnitude $(K/2)(2\pi/d)^2$. The corresponding frequency is $\nu_b=\sqrt{K/2m}/d$. For a silver atom and $d=0.289$ nm this is $1.46\times10^{12}\ \mathrm{s^{-1}}$. The standard leading (Wigner) correction, quoted here without derivation, multiplies the rate by $1+(h\nu_b/kT)^2/24$, an increase of $0.23$ per cent. It belongs to the shared saddle, so it cancels in the ratio of opposite rates.

For equilibrium populations, the energies $E_i$ and the prefactors matter, and any symmetric $K_{if}$ will serve. For island shapes during growth, $K_{if}$ itself has to be realistic. The numerical output below lists the main values used.

## Values computed for the example and the checks

```
Symmetric constant K = 0.40 eV, bond phi = 0.20 eV
Attempt frequency = 1.0e+12 1/s, T = 300 K
kT = 0.02585 eV
Patch 3 x 4 sites, 4 adatoms, 495 configurations
Directed hops = 4080, reversible pairs = 2040
Hop breaking 1 bond(s): E_f - E_i = 0.20 eV
  barriers out, back = 0.50, 0.30 eV
  rates out, back = 3.984e+03, 9.125e+06 1/s
  rate ratio out/back = 4.367e-04
  stationary p_f/p_i from rates = 4.367e-04
  saddle above initial, final = 0.50, 0.30 eV
Hop breaking 3 bond(s): E_f - E_i = 0.60 eV
  barriers out, back = 0.70, 0.10 eV
  rates out, back = 1.740e+00, 2.090e+10 1/s
  rate ratio out/back = 8.326e-11
  stationary p_f/p_i from rates = 8.326e-11
  saddle above initial, final = 0.70, 0.10 eV
Square-island configurations = 6
Square probability from rates = 0.995718
Square probability, Boltzmann = 0.995718
Largest relative deviation from Boltzmann = 4.1e-15
Largest relative imbalance of a pair = 4.0e-15
Random E, symmetric K: deviation = 6.6e-15
Random E, non-symmetric K: deviation = 988.46
Slope 0.6: effective bond energy = 0.24 eV
Slope 0.6: square probability = 0.999087
Strong bond = 0.30 eV: lowest B = -0.05 eV
Cut at zero: ring population / Boltzmann = 6.917
Estimate exp(-B_lowest/kT) = 6.918
Slowest relaxation time, half rule = 0.156 s
Slowest relaxation time, bond counting = 36.5 s
Deposition flux = 0.01 ML/s, arrival interval = 8.33 s
Prefactor factor 2 equals energy 17.9 meV
Second-neighbour energy (rough) = 0.02 eV
  population factor = 2.17
Lowest barrier = 0.10 eV = 3.87 kT
Silver mass = 107.87 u, hop length = 0.289 nm
Sinusoidal-barrier frequency = 1.46e+12 1/s
Wigner tunnelling correction = 0.23 percent
```
